# The circular trough of a singly occupied defect doublet

**Q.** A point defect in a crystal has two orbitals of equal energy and one electron in them. I am told that it distorts of its own accord. Why should it? In a symmetric geometry the forces ought to cancel.

**A.** They cancel when the electronic state is itself symmetric. An electron that occupies one real orbital of a degenerate pair has a charge density of lower symmetry than the atoms around it, and that density can push the atoms along a symmetry-lowering mode. A complex combination of the two orbitals can have a symmetric density, but without spin-orbit coupling the slightest displacement along the mode makes a real orbital the lowest.

Let the defect have a threefold axis and mirror planes containing it. The orbitals are $x$ and $y$, and the atoms move along a twofold mode with coordinates $Q_x,Q_y$, measured as lengths from the symmetric geometry. I treat the nuclei as classical and at rest for now, and I leave out spin-orbit coupling, external strain and all other orbitals. The electron's spin then has no effect on the energy.

**Q.** Two orbitals and two coordinates could have many coupling constants. Why would one be enough?

**A.** Symmetry removes the others. Write $q=Q_x+iQ_y=\rho e^{i\varphi}$. With real orbitals, the electronic matrix is real and symmetric, so it is a multiple of the identity plus

$$a\,\sigma_z+b\,\sigma_x=\begin{pmatrix}a&b\\ b&-a\end{pmatrix},\qquad w=a+ib .$$

A rotation by $\theta=120^\circ$ multiplies $q$ by $e^{i\theta}$. Rotating the orbitals by $\theta$ rotates $w$ by twice that angle, $e^{2i\theta}=e^{-i\theta}$. Reversing the sign of orbital $y$ changes $b$ to $-b$, hence $w$ to $w^*$. I adopt that sign, so that $w$ also acquires $e^{i\theta}$.

The most general linear dependence is $w=\alpha q+\beta q^*$. Under the rotation the second term acquires $e^{-i\theta}$ where $e^{i\theta}$ is required, so $\beta=0$. The mirror takes $q\to q^*$ and $w\to w^*$, which makes $\alpha$ real. Call it $F$; if it is negative, reversing the direction of both coordinates makes it positive. A linear term multiplying the identity would have to be a rotation-invariant linear function of $q$, and there is none.

The elastic energy is quadratic: a multiple of $|q|^2$ plus the real part of a multiple of $q^2$. The latter acquires $e^{2i\theta}\neq1$ and is excluded. One stiffness $K$ remains, and

$$H=\frac K2\,(Q_x^2+Q_y^2)\,\mathbb 1+F\,(Q_x\sigma_z+Q_y\sigma_x).$$

**Q.** What are its energies? The matrix changes with direction, so I expect the energies to change too.

**A.** Square the coupling matrix. Since $\sigma_z^2=\sigma_x^2=\mathbb 1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$,

$$(Q_x\sigma_z+Q_y\sigma_x)^2=(Q_x^2+Q_y^2)\,\mathbb 1=\rho^2\,\mathbb 1 .$$

Its eigenvalues can therefore be only $\rho$ or $-\rho$. The trace is zero, so there is one of each:

$$E_\pm(\rho)=\frac K2\rho^2\pm F\rho .$$

The direction $\varphi$ changes the orbital but not the energy. The same argument gives $\pm|w|$ for any matrix $a\sigma_z+b\sigma_x$.

**Q.** Then where does the single electron end up, and how much is gained?

**A.** It occupies the lower sheet. Completing the square,

$$E_-=\frac K2\left(\rho^2-\frac{2F}{K}\rho\right)=\frac K2\left(\rho-\frac FK\right)^2-\frac{F^2}{2K}.$$

The square is never negative and vanishes at $\rho_0=F/K$. The symmetric geometry has energy zero, so the static gain is

$$E_{\rm JT}=\frac{F^2}{2K},$$

and it is reached for every $\varphi$. The minima form a circle, the floor of a continuous trough.

The factor one half has a plain origin. The electron gains $F\rho_0=F^2/K$, and the lattice pays $K\rho_0^2/2=F^2/(2K)$, half of that. The factor also depends on the definition of $F$. Here the sheets separate at the rate $2F$ with $\rho$. If someone calls that whole rate $F'=2F$, the same energy reads $F'^2/(8K)$.

**Q.** Give me numbers.

**A.** Take the round values $F=20$ eV/nm and $K=800$ eV/nm². Then

$$\rho_0=\frac{20}{800}=0.025\ {\rm nm},\qquad E_{\rm JT}=\frac{20^2}{2\times800}=0.25\ {\rm eV}.$$

The electronic gain is 0.50 eV and the elastic cost 0.25 eV. The vertical distance between the sheets at $\rho_0$ is $2F\rho_0=4E_{\rm JT}=1.0$ eV. Twelve numerical minimizations of the lower matrix eigenvalue, started in twelve directions, all gave a depth of 0.2500 eV.

**Q.** Is the symmetric point at least an equilibrium, if an unstable one?

**A.** Not on the lower sheet. Near the centre $E_-\approx-F\rho$, so the energy falls with slope $F$ in every direction. The two sheets meet there in a double cone, and the point is a sharp tip without a defined curvature. A structural relaxation held at full symmetry can stop there because symmetry forbids it to leave, which does not show that the geometry is stable.

On the trough the curvature is $K$ radially and zero tangentially. Finite differences at one trough point gave 800.00 and 0.003 eV/nm². The small second value comes from the finite straight step: a displacement $t$ along the tangent changes the radius by about $t^2/(2\rho_0)$, which costs energy only in order $t^4$.

**Q.** Does the gain depend on there being one electron?

**A.** Yes. Fill the levels $-F\rho$ and $+F\rho$ with $n$ electrons, and for the moment ignore their repulsion.

- One electron gives $-F\rho$.
- Three give $-2F\rho+F\rho=-F\rho$, the same gain of 0.25 eV.
- Four give zero, and no distortion.
- Two paired electrons give $-2F\rho$. Replacing $F$ by $2F$ makes the gain four times larger, 1.0 eV.

The case of two is the least reliable. Repulsion can favour parallel spins with one electron in each orbital; the linear terms then cancel and the distortion disappears.

**Q.** If the energy is the same all round the circle, is anything different after one circuit?

**A.** The sign of the orbital. On the trough the coupling matrix is proportional to $\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x$, and its lower eigenvector is

$$n(\varphi)=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.$$

The first row confirms it: $-\cos\varphi\sin(\varphi/2)+\sin\varphi\cos(\varphi/2)=\sin(\varphi/2)$, which is $-1$ times the first component. The second row gives $-\sin\varphi\sin(\varphi/2)-\cos\varphi\cos(\varphi/2)=-\cos(\varphi/2)$, again $-1$ times the component. When $\varphi$ grows by $2\pi$, $n$ becomes $-n$. Following the eigenvector numerically gave the sign $-1$ for a loop round the centre and $+1$ for a loop beside it.

**Q.** A sign cannot be observed. Why should I care?

**A.** Because the nuclei also obey quantum mechanics. The full wavefunction $\psi(\rho,\varphi)\,n(\varphi)$ must be single-valued, so $\psi$ must change sign as well. With $\psi\propto e^{ij\varphi}$ this requires $j=\pm\frac12,\pm\frac32,\dots$

To find the energies, let $M$ be the mode mass and project the angular kinetic energy on $n$. Since $\langle n|n'\rangle=0$ and $n''=-n/4$,

$$-\frac{\hbar^2}{2M\rho^2}\,\langle n|\partial_\varphi^2(\psi n)\rangle=\frac{\hbar^2}{2M\rho^2}\left(j^2+\tfrac14\right)\psi .$$

Writing the radial part as $u(\rho)/\sqrt\rho$ turns the radial kinetic energy into $-(\hbar^2/2M)\,[u''+u/(4\rho^2)]$. The two quarters cancel. What remains is an oscillator of frequency $\omega=\sqrt{K/M}$ centred at $\rho_0$, plus a rotor. Freezing $\rho$ at $\rho_0$ in the rotor term gives, for strong coupling,

$$E_j\approx-E_{\rm JT}+\frac{\hbar\omega}2+Bj^2,\qquad B=\frac{\hbar^2}{2M\rho_0^2}.$$

The ground level is a doublet, $j=\pm\frac12$, and the first spacing is $B(\frac94-\frac14)=2B$.

**Q.** You dropped the upper sheet and froze the radius. How much does that spoil?

**A.** For $M=28$ u, $\hbar\omega=34.56$ meV and $B=1.194$ meV. The ground estimate is

$$-0.2500+0.0173+0.0003=-0.2324\ {\rm eV}.$$

Diagonalizing both sheets together in an oscillator basis also gives $-0.2324$ eV. The first spacing is 2.64 meV, against the estimate $2B=2.39$ meV, so the true spacing of this model is 10.5 % above the estimate.

Most of that is radial spread. Put $\rho=\rho_0(1+\xi)$ and expand $\rho^{-2}=\rho_0^{-2}(1-2\xi+3\xi^2-\dots)$. The oscillator has $\langle\xi\rangle=0$ and $\langle\xi^2\rangle=\hbar/(2M\omega\rho_0^2)=B/\hbar\omega=0.0346$, which raises the spacing by about $3\times0.0346=10.4$ %. The close match with 10.5 % is partly a cancellation: the full average of $\rho_0^2/\rho^2$ gives 12.8 %, the relaxation of the radial function under the rotor term takes back about 2.1 points, and the upper sheet another 0.2. Doubling $E_{\rm JT}$ at fixed $K$ and $M$ doubles $\rho_0^2$ and should halve this; the diagonalization then gives 5.3 %.

**Q.** So is the energy gain still $F^2/(2K)$ once the nuclei move?

**A.** That is the static gain. With zero-point motion one must name the reference. Take the same two oscillators with the coupling switched off, whose ground energy is $2\times\hbar\omega/2=\hbar\omega$. For strong coupling the lowering is

$$\hbar\omega-E_{1/2}\approx E_{\rm JT}+\frac{\hbar\omega}2-\frac B4 ,$$

because one of the two vibrations has become nearly free motion along the trough. The diagonalization gives 0.267 eV, compared with the static 0.250 eV.

The opposite limit is instructive. For $E_{\rm JT}\ll\hbar\omega$, use second-order perturbation theory. The coupling $FQ_x\sigma_z$ creates one quantum with squared amplitude $F^2\hbar/(2M\omega)$, at an energy cost $\hbar\omega$. It lowers the energy by

$$\frac{F^2\hbar}{2M\omega}\,\frac1{\hbar\omega}=\frac{F^2}{2M\omega^2}=\frac{F^2}{2K}=E_{\rm JT}.$$

The term $FQ_y\sigma_x$ gives the same amount, so the total lowering is $2E_{\rm JT}$. In that limit the nuclei do not settle in the trough, and the static picture loses its meaning. Here $E_{\rm JT}/\hbar\omega=7.23$, on the strong side.

**Q.** A crystal has a threefold axis, not a circular one. I do not believe in a perfectly round trough.

**A.** You are right not to. The roundness is a property of the linear model. At the next order, $w$ may contain a quadratic term that acquires $e^{i\theta}$ under the rotation. Of $q^2$, $|q|^2$ and $q^{*2}$, only the last does, since $e^{-2i\theta}=e^{i\theta}$ for $120^\circ$. Hence

$$w=Fq+Gq^{*2},\qquad |w|^2=F^2\rho^2+2FG\rho^3\cos3\varphi+G^2\rho^4,$$

and the lower sheet is $E_-=K\rho^2/2-|w|$. Take $0<2G<K$. At fixed $\rho$ the energy is lowest where $\cos3\varphi=1$. There $|w|=F\rho+G\rho^2$, and

$$E_-=\frac{K-2G}2\rho^2-F\rho\quad\Rightarrow\quad E_{\rm well}=-\frac{F^2}{2(K-2G)} .$$

Halfway between wells $\cos3\varphi=-1$. For $G\rho<F$ this gives $|w|=F\rho-G\rho^2$ and a saddle at $-F^2/[2(K+2G)]$. With $g=2G/K$ the barrier is

$$\Delta=E_{\rm JT}\left(\frac1{1-g}-\frac1{1+g}\right)=\frac{2g}{1-g^2}\,E_{\rm JT}.$$

For $G=48$ eV/nm², $g=0.12$. The wells are 0.284 eV deep, the saddles 0.223 eV, and $\Delta=61$ meV. A quadratic term that changes the depth by 14 % has turned the circle into three separate minima.

**Q.** Can the defect still move round?

**A.** By thermal activation, readily at room temperature: at 300 K, $k_BT=25.9$ meV and $\Delta/k_BT=2.35$. By tunnelling, much more weakly. Diagonalization with this $G$ gives a splitting of 0.013 meV among the three lowest levels, whereas the first spacing of the round trough was 2.64 meV. The next level lies 23 meV above the ground level. The splitting is very sensitive to the assumed mass: it is 0.24 meV for 14 u and 0.0002 meV for 56 u. At low temperature even a small strain can therefore confine the defect to one well, or to two equal wells if it raises only the third.

**Q.** How small? Chips contain a good deal of strain.

**A.** Add $s\,\sigma_z$ with $s>0$ to the linear model, so that $w=Fq+s$. Since $|Fq+s|\le F\rho+s$, the lowest energy is $-E_{\rm JT}-s$, reached at $\varphi=0$. On the opposite side, for $F\rho>s$, $|w|=F\rho-s$ and the minimum along $\rho$ is $-E_{\rm JT}+s$. The trough is tilted by $2s$. An assumed strain of 0.5 % and deformation potential of 2 eV give $s=10$ meV and a tilt of 20 meV. In the warped trough the wells are 120° apart: the one at $\varphi=0$ goes down by $s$ and the other two go up by about $s/2$, so they end up about 15 meV apart. That is far above the tunnelling splitting, and below the barrier out of the raised wells, which drops from 61 to 51 meV. The second statement depends on the assumed 2 eV, which is on the low side: $F$ times 0.5 % of a silicon distance of 0.24 to 0.38 nm would give $s=24$ to 38 meV. At $s=40$ meV the wells are 58 meV apart and the barrier out of the raised ones is only 26 meV.

**Q.** And spin-orbit coupling? It splits the doublet without any distortion.

**A.** It competes with the distortion. For one spin direction along the axis it adds $t\,\sigma_y$; for the other, $-t\,\sigma_y$, with the same energies. Since $\sigma_y$ anticommutes with $\sigma_x$ and $\sigma_z$, the lower sheet is $K\rho^2/2-v$ with $v=\sqrt{F^2\rho^2+t^2}$. Substituting $\rho^2=(v^2-t^2)/F^2$ and $K/(2F^2)=1/(4E_{\rm JT})$,

$$E_-=\frac{v^2-t^2}{4E_{\rm JT}}-v .$$

The minimum is at $v=2E_{\rm JT}$, provided $t<2E_{\rm JT}$, and equals $-E_{\rm JT}-t^2/(4E_{\rm JT})$. The symmetric point now lies at $-t$, so the gain is

$$E_{\rm JT}-t+\frac{t^2}{4E_{\rm JT}}=E_{\rm JT}\left(1-\frac t{2E_{\rm JT}}\right)^2 .$$

For $t\ge2E_{\rm JT}$ the distortion is suppressed. A splitting $2t=20$ meV reduces the gain from 0.250 to 0.240 eV. The trough stays round.

**Q.** Which omission worries you most?

**A.** Other orbitals. Suppose a filled symmetric level lies a distance $D$ below the doublet, and the same mode mixes it with $x$ and $y$ through matrix elements $fQ_x$ and $-fQ_y$. The minus sign follows from the chosen sign of orbital $y$.

At $\varphi=0$ the filled level mixes with $x$, which is empty and lies at $+F\rho$. Both its electrons are lowered, which for weak mixing gives $-2f^2\rho^2/(D+F\rho)$. At $\varphi=\pi$, $x$ lies at $-F\rho$ and holds the single electron. Two electrons go down and one goes up by the same amount, leaving $-f^2\rho^2/(D-F\rho)$. The two directions differ, so this mixing also warps the trough.

With $D=1$ eV and $F$, $K$ held fixed, diagonalizing the three orbitals gives these gains:

| Mixing $f$ | $\varphi=0$ | $\varphi=\pi$ |
|---|---|---|
| $F/4$ | 0.272 eV | 0.291 eV |
| $F/2$ | 0.351 eV | 0.500 eV |

The deeper side here is $\varphi=\pi$, opposite to that favoured by positive $G$. This depends on the numbers: in the weak-mixing expressions $1/(D-F\rho)$ exceeds $2/(D+F\rho)$ only for $F\rho>D/3$ (they require $F\rho<D$), and here $F\rho_0=0.5$ eV. The criterion is for weak mixing only; for $f=F/2$ the minimum at $\varphi=\pi$ lies at $F\rho=D$, where those expressions fail. For $f=F/2$ the gain can double, and the two-orbital model with bare parameters has failed. The table is not an upper bound: for three dangling bonds whose mutual hopping is modulated by the mode, $|f|=F/\sqrt2$, and the two gains become 0.49 and 0.72 eV.

If $F$, $K$ and $G$ are instead fitted to total energies of the distorted defect, they already contain part of this effect, and adding it again would count it twice.

**Q.** Does any of this describe a defect in a real chip?

**A.** The neutral phosphorus-vacancy pair in silicon is a case of this type: in its symmetric geometry one electron occupies a doublet. My parameters are round values in its rough regime, not a calculation of it. A distortion energy of some tenths of an eV is plausible there, and I chose $G$ to give a barrier of several hundredths of an eV, a rough realistic size. The mass is that of one silicon atom, while the real mode involves several atoms.

The real pair breaks the assumption of a round trough, which in this example moves the depth from 0.25 to 0.28 eV and creates the 61 meV barrier. It also has a filled level below the doublet, whose effect could be larger, as the table shows. Finally, the 1.0 eV between the sheets is close to silicon's band gap of roughly 1.1 eV, so the upper orbital may merge with band states. The lower sheet can still serve for the ground state, but the upper one should not be read as an optical level without a calculation that includes the bands.

**Q.** How would I obtain $F$ and $K$ from total-energy calculations?

**A.** Displace the atoms along one direction of the mode that keeps a mirror plane, and hold the electron in the lower orbital. In the linear model the energy along that line is $K\rho^2/2-F\rho$: the initial slope gives $F$ and the curvature gives $K$. Then repeat with the displacement reversed, again with the lower orbital occupied. Equal curves support the linear model along this line. With the quadratic term their curvatures are $K-2G$ and $K+2G$, so their mean gives $K$ and a quarter of their difference gives $G$. In the example the two curvatures are 704 and 896 eV/nm², which return $K=800$ eV/nm² and $G=48$ eV/nm².

This recipe assumes that the curvature stays constant along each line. A filled level nearby makes it vary. In the three-orbital example, the mixing near the centre lowers the energy twice as much at $\varphi=0$ as at $\varphi=\pi$, yet the table shows the deeper minimum at $\varphi=\pi$. For a real defect, therefore, follow both curves through their minima and compare the depths directly; do not infer the favoured side from curvatures at the centre. Then release the mirror and relax again. In the examples above the shallower point is a saddle between wells, and for stronger mixing, $f=F/\sqrt2$, the lowest point lies slightly off the mirror line.

## Calculated quantities

```
coupling F = 20.0 eV/nm
stiffness K = 800.0 eV/nm^2
mode mass = 28.0 u
invariant linear couplings = 1 (count)
invariant stiffnesses = 1 (count)
static gain F^2/(2K) = 0.2500 eV
gain from free minimization = 0.2500 eV
trough radius = 0.0250 nm
elastic cost on trough = 0.2500 eV
electronic gain on trough = 0.5000 eV
vertical sheet gap on trough = 1.0000 eV
radial curvature = 800.00 eV/nm^2
tangential curvature = 0.003 eV/nm^2
gain with 1 electrons, no repulsion = 0.2500 eV
gain with 2 electrons, no repulsion = 1.0000 eV
gain with 3 electrons, no repulsion = 0.2500 eV
gain with 4 electrons, no repulsion = 0.0000 eV
orbital sign, path round centre = -1
orbital sign, path beside centre = 1
vibrational quantum = 34.56 meV
gain / vibrational quantum = 7.23
rotor constant = 1.194 meV
quantum ground level = -0.23238 eV
ground level, rotor estimate = -0.23242 eV
gain including zero-point = 0.2669 eV
first spacing, diagonalized = 2.639 meV
first spacing, rotor estimate = 2.389 meV
spacing deviation = 10.5 %
deviation at doubled gain = 5.3 %
basis shift 34 to 42, linear = 6.5e-11 meV
quadratic coupling G = 48.0 eV/nm^2
warped well depth = 0.2841 eV
warped well radius = 0.0284 nm
warped saddle depth = 0.2232 eV
warped saddle radius = 0.0223 nm
barrier between wells = 60.88 meV
temperature = 300 K
thermal energy kT = 25.85 meV
barrier / kT = 2.35
tunnelling splitting = 0.0133 meV
next warped level above ground = 22.92 meV
basis shift 36 to 44, warped = 5.5e-08 meV
strain = 0.50 %
deformation potential = 2.0 eV
strain tilt round trough = 20.00 meV
spin-orbit splitting = 20.0 meV
gain with spin-orbit term = 0.2401 eV
filled level below doublet = 1.0 eV
gain, mixing F/4, angle 0 = 0.2719 eV
gain, mixing F/4, angle 180 deg = 0.2913 eV
gain, mixing F/2, angle 0 = 0.3509 eV
gain, mixing F/2, angle 180 deg = 0.5000 eV
```
